# Exact cancellation for nitrogen-14: sharp quadrupole lines and the double-quantum feature: verification in Python

```python
"""
Exact cancellation for a 14N nucleus (I = 1) coupled to an electron S = 1/2.
Nuclear Hamiltonian over h, in the electron manifold m_S:
  H = (m_S*A - nu_I) n.I + K [3 Iz^2 - I^2 + eta (Ix^2 - Iy^2)]
n: field direction in the quadrupole axes; K = e^2qQ/(4h); eta: asymmetry.
Result under test, for A = 2 nu_I:
  m_S = +1/2: sharp lines 2 K eta, K (3 - eta), K (3 + eta)
  m_S = -1/2: the outer-level (double-quantum) splitting has the upper
  powder edge 2 sqrt((2 nu_I)^2 + K^2 (3 + eta^2)), reached if
  2 nu_I >= K sqrt(1 - eta^2).
Frequencies are in MHz and times in microseconds.
"""
import numpy as np
import sympy as sp
from scipy.constants import h, e as e_charge
from scipy.linalg import expm

# ---------- spin matrices and Hamiltonians ----------
r2 = np.sqrt(2.0)
Ix = np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]], complex) / r2
Iy = np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]]) / r2
Iz = np.diag([1, 0, -1]).astype(complex)
spin1 = np.array([Ix, Iy, Iz])
one3 = np.eye(3)
Sx = np.array([[0, 1], [1, 0]], complex) / 2
Sy = np.array([[0, -1j], [1j, 0]]) / 2
Sz = np.diag([0.5, -0.5]).astype(complex)


def quadrupole(K, eta):
    return K * (3 * Iz @ Iz - 2 * one3 + eta * (Ix @ Ix - Iy @ Iy))


def nuclear_h(directions, field, K, eta):
    """Stack of 3x3 Hamiltonians, one for each field direction."""
    return field * np.einsum('na,aij->nij', directions, spin1) + quadrupole(K, eta)


def unit_vector(theta, phi):
    return np.array([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)])


# ---------- chosen model parameters ----------
nu_I, A, coupling, eta, tau = 1.0, 2.0, 2.0, 0.4, 0.12
K = coupling / 4
field_up = A / 2 - nu_I
field_down = -A / 2 - nu_I

# ---------- derived formulas ----------
sharp = np.array([2 * K * eta, K * (3 - eta), K * (3 + eta)])
p = field_down**2 + K**2 * (3 + eta**2)
edge = 2 * np.sqrt(p)

# ---------- powder grid: one octant, weights sum to one ----------
n_theta, n_phi = 300, 300
x, wx = np.polynomial.legendre.leggauss(n_theta)
cos_t, w_t = (x + 1) / 2, wx / 2
phi_grid = (np.arange(n_phi) + 0.5) * np.pi / (2 * n_phi)
CT, PH = np.meshgrid(cos_t, phi_grid, indexing='ij')
ST = np.sqrt(1 - CT**2)
dirs = np.stack([ST * np.cos(PH), ST * np.sin(PH), CT], axis=-1).reshape(-1, 3)
weight = np.repeat(w_t / n_phi, n_phi)
assert abs(weight.sum() - 1) < 1e-12


def three_lines(levels):
    """Sorted transition frequencies of levels in ascending order."""
    a = levels[:, 1] - levels[:, 0]
    b = levels[:, 2] - levels[:, 1]
    return np.sort(np.stack([a, b, a + b], axis=1), axis=1)


# ---------- cancelled manifold: frequencies from diagonalization ----------
E_up, V_up = np.linalg.eigh(nuclear_h(dirs, field_up, K, eta))
lines_up = three_lines(E_up)
assert np.max(np.abs(lines_up - sharp)) < 1e-10

# ---------- characteristic polynomial, symbolically ----------
Ks, es, vx, vy, vz, En = sp.symbols('K eta v_x v_y v_z E', real=True)
s2 = sp.sqrt(2)
jx = sp.Matrix([[0, 1, 0], [1, 0, 1], [0, 1, 0]]) / s2
jy = sp.Matrix([[0, -sp.I, 0], [sp.I, 0, -sp.I], [0, sp.I, 0]]) / s2
jz = sp.diag(1, 0, -1)
Hs = (vx * jx + vy * jy + vz * jz
      + Ks * (3 * jz**2 - 2 * sp.eye(3) + es * (jx**2 - jy**2)))
v2 = vx**2 + vy**2 + vz**2
p_sym = v2 + Ks**2 * (3 + es**2)
q_sym = Ks * (3 * vz**2 - v2 + es * (vx**2 - vy**2)) - 2 * Ks**3 * (1 - es**2)
char_poly = sp.expand((En * sp.eye(3) - Hs).det(method='berkowitz'))
assert sp.simplify(sp.expand(char_poly - (En**3 - p_sym * En - q_sym))) == 0

# ---------- other manifold: outer splitting over the powder ----------
E_dn, V_dn = np.linalg.eigh(nuclear_h(dirs, field_down, K, eta))
outer = E_dn[:, 2] - E_dn[:, 0]
middle = E_dn[:, 1]
single = np.concatenate([E_dn[:, 1] - E_dn[:, 0], E_dn[:, 2] - E_dn[:, 1]])
assert np.max(np.abs(outer**2 - (4 * p - 3 * middle**2))) < 1e-9
assert outer.max() <= edge + 1e-10 and edge - outer.max() < 1e-4
lower_edge = 2 * np.sqrt(field_down**2 + (K * eta)**2)   # field along z
assert abs(outer.min() - lower_edge) < 1e-3

# field directions that reach the edge, in the xz and yz planes
g_edge = 2 * K**2 * (1 - eta**2) / field_down**2
edge_angles = []
for phi, sign in ((0.0, 1), (np.pi / 2, -1)):
    cos2 = (g_edge + 1 - sign * eta) / (3 - sign * eta)
    theta = np.arccos(np.sqrt(cos2))
    lev = np.linalg.eigvalsh(
        nuclear_h(unit_vector(theta, phi)[None], field_down, K, eta))[0]
    assert abs(lev[1]) < 1e-10 and abs(lev[2] - lev[0] - edge) < 1e-10
    edge_angles.append(np.degrees(theta))

# inverse-square-root density: fourfold window holds twice the orientations
delta = 0.001
frac_1 = weight[outer > edge - delta].sum()
frac_4 = weight[outer > edge - 4 * delta].sum()
assert abs(frac_4 / frac_1 - 2) < 0.1

# a large quadrupole coupling violates the existence condition
K_big = 3.0
threshold_big = K_big * np.sqrt(1 - eta**2)
assert abs(field_down) < threshold_big
E_big = np.linalg.eigvalsh(nuclear_h(dirs, field_down, K_big, eta))
edge_big = 2 * np.sqrt(field_down**2 + K_big**2 * (3 + eta**2))
max_big = (E_big[:, 2] - E_big[:, 0]).max()
assert edge_big - max_big > 0.03

# ---------- full six-level Hamiltonian tests the secular reduction ----------
nu_e = 9500.0
rng = np.random.default_rng(4)
sample = rng.normal(size=(20, 3))
sample /= np.linalg.norm(sample, axis=1)[:, None]
electron = [Sx, Sy, Sz]
full_shift = 0.0
for n in sample:
    Hf = np.kron(np.eye(2), quadrupole(K, eta))
    for a in range(3):
        Hf = Hf + nu_e * n[a] * np.kron(electron[a], one3)
        Hf = Hf - nu_I * n[a] * np.kron(np.eye(2), spin1[a])
        Hf = Hf + A * np.kron(electron[a], spin1[a])
    lev = np.linalg.eigvalsh(Hf)
    up_lines = three_lines(lev[None, 3:])[0]
    secular = np.linalg.eigvalsh(nuclear_h(n[None], field_down, K, eta))[0]
    dq_shift = abs((lev[2] - lev[0]) - (secular[2] - secular[0]))
    full_shift = max(full_shift, np.max(np.abs(up_lines - sharp)), dq_shift)
assert full_shift < 1e-3


# ---------- three-pulse modulation amplitudes ----------
def propagator(E, V, t):
    phase = np.exp(-2j * np.pi * E * t)
    return np.einsum('nik,nk,njk->nij', V, phase, V.conj())


def mixing(V_own, E_other, V_other):
    """Squared elements of the other propagator in the own eigenbasis."""
    U = propagator(E_other, V_other, tau)
    return np.abs(V_own.conj().transpose(0, 2, 1) @ U @ V_own)**2


# explicit density-matrix simulation at one orientation; the average over
# electron offsets keeps only the stimulated echo
n_test = unit_vector(0.9, 0.5)[None]
H_up = nuclear_h(n_test, field_up, K, eta)[0]
H_dn = nuclear_h(n_test, field_down, K, eta)[0]
T_wait = 2.5 * tau
pulse = np.kron(expm(-1j * np.pi / 2 * Sx), one3)


def simulated_echo(Ha, Hb):
    total = 0.0
    for k in range(16):
        offset = 2 * k / (16 * tau)
        H6 = (np.kron(np.diag([1, 0]), Ha) + np.kron(np.diag([0, 1]), Hb)
              + offset * np.kron(Sz, one3))
        U_tau = expm(-2j * np.pi * H6 * tau)
        U_T = expm(-2j * np.pi * H6 * T_wait)
        U = U_tau @ pulse @ U_T @ pulse @ U_tau @ pulse
        rho = U @ np.kron(-Sz, one3) @ U.conj().T
        total += np.trace(np.kron(Sy, one3) @ rho).real
    return total / 16


zero3 = np.zeros((3, 3))
echo_sim = simulated_echo(H_up, H_dn) / simulated_echo(zero3, zero3)
ea, va = np.linalg.eigh(H_up[None])
eb, vb = np.linalg.eigh(H_dn[None])
echo_formula = 0.0
for own_E, own_V, oth_E, oth_V in ((ea, va, eb, vb), (eb, vb, ea, va)):
    W = mixing(own_V, oth_E, oth_V)[0]
    diff = own_E[0][:, None] - own_E[0][None, :]
    echo_formula += np.sum(W * np.cos(2 * np.pi * diff * (T_wait + tau))) / 6
assert abs(echo_sim - echo_formula) < 1e-9
assert abs(echo_sim - 1) > 1e-3

# powder-averaged amplitudes of the sharp lines; levels ascend as z, x, y
W_up = mixing(V_up, E_dn, V_dn)
W_dn = mixing(V_dn, E_up, V_up)


def amplitude(W, i, j):
    return (W[:, i, j] + W[:, j, i]) / 6


amp_sharp = [np.sum(weight * amplitude(W_up, i, j))
             for i, j in ((1, 2), (0, 1), (0, 2))]
assert min(amp_sharp) > 0.01

# amplitude-weighted powder spectrum of the other manifold
bin_width = 0.02
bins = np.arange(0, 5.0 + bin_width / 2, bin_width)
hist_dq, _ = np.histogram(outer, bins, weights=weight * amplitude(W_dn, 0, 2))
hist_sq = np.zeros_like(hist_dq)
for i, j in ((0, 1), (1, 2)):
    part, _ = np.histogram(E_dn[:, j] - E_dn[:, i], bins,
                           weights=weight * amplitude(W_dn, i, j))
    hist_sq += part
peak_bin = np.argmax(hist_dq + hist_sq)
peak_position = (bins[peak_bin] + bins[peak_bin + 1]) / 2
contrast = hist_dq.max() / hist_sq.max()
assert abs(peak_position - edge) < 0.04
assert contrast > 2

# ---------- ten percent mismatch of A ----------
A_off = 1.1 * A
residual = A_off / 2 - nu_I
off_lines = three_lines(np.linalg.eigvalsh(nuclear_h(dirs, residual, K, eta)))
spread = off_lines.max(axis=0) - off_lines.min(axis=0)
assert abs(off_lines[:, 0].max() - np.hypot(sharp[0], 2 * residual)) < 1e-3
assert spread.min() > 1e-3

# ---------- inversion from numerically found frequencies ----------
f0, fm, fp = lines_up[0]
K_found = (fp + fm) / 6
eta_found = f0 / (2 * K_found)
A_found = 2 * (np.sqrt(outer.max()**2 / 4
                       - K_found**2 * (3 + eta_found**2)) - nu_I)
assert abs(K_found - K) < 1e-9 and abs(eta_found - eta) < 1e-9
assert abs(A_found - A) < 1e-3

# ---------- printed results ----------
to_neV = h * 1e6 / e_charge * 1e9
print(f"nuclear Zeeman frequency nu_I = {nu_I:.3f} MHz")
print(f"hyperfine coupling A = {A:.3f} MHz")
print(f"quadrupole coupling e^2qQ/h = {coupling:.3f} MHz")
print(f"K = {K:.3f} MHz, eta = {eta:.2f} (no unit)")
print(f"effective field, m_S=+1/2 = {field_up:.3f} MHz")
print(f"effective field, m_S=-1/2 = {field_down:.3f} MHz")
print("zero-field levels =", np.array2string(E_up[0], precision=3), "MHz")
for name, f in zip(("nu_0", "nu_-", "nu_+"), lines_up[0]):
    print(f"{name} = {f:.3f} MHz = {f * to_neV:.3f} neV")
print(f"p = {p:.4f} MHz^2")
print(f"double-quantum edge = {edge:.4f} MHz = {edge * to_neV:.3f} neV")
print(f"largest outer splitting on grid = {outer.max():.4f} MHz")
print(f"lower edge, field along z = {lower_edge:.4f} MHz")
print(f"middle level range = {middle.min():.3f} to {middle.max():.3f} MHz")
print(f"single-quantum range = {single.min():.3f} to {single.max():.3f} MHz")
print(f"existence threshold K sqrt(1-eta^2) = {K*np.sqrt(1-eta**2):.4f} MHz")
print(f"g(n) on the edge curve = {g_edge:.4f} (no unit)")
print(f"edge angle from z, xz plane = {edge_angles[0]:.2f} degrees")
print(f"edge angle from z, yz plane = {edge_angles[1]:.2f} degrees")
print(f"fraction within {delta:.3f} MHz of edge = {frac_1:.4f}")
print(f"fraction within {4*delta:.3f} MHz of edge = {frac_4:.4f}")
print(f"ratio of the two fractions = {frac_4/frac_1:.3f}")
print(f"large-K case: K = {K_big:.2f} MHz, threshold = {threshold_big:.3f} MHz")
print(f"large-K case: formula = {edge_big:.3f} MHz")
print(f"large-K case: true maximum = {max_big:.3f} MHz")
print(f"electron frequency in six-level test = {nu_e:.0f} MHz")
print(f"largest nonsecular shift = {full_shift:.6f} MHz")
print(f"pulse delay tau = {tau:.2f} microseconds")
print(f"echo, simulated = {echo_sim:.6f}, formula = {echo_formula:.6f}")
for name, a in zip(("nu_0", "nu_-", "nu_+"), amp_sharp):
    print(f"powder amplitude of {name} = {a:.4f} (echo = 1)")
print(f"histogram bin width = {bin_width:.3f} MHz")
print(f"tallest bin centre, m_S=-1/2 = {peak_position:.3f} MHz")
print(f"tallest double- to single-quantum bin ratio = {contrast:.2f}")
print(f"mismatched A = {A_off:.3f} MHz, residual field = {residual:.3f} MHz")
for name, s in zip(("nu_0", "nu_-", "nu_+"), spread):
    print(f"mismatch spread of {name} = {s:.4f} MHz")
print(f"recovered K = {K_found:.4f} MHz, eta = {eta_found:.4f}")
print(f"recovered A = {A_found:.4f} MHz")
print("ALL CHECKS PASSED")
```

Output:

```
nuclear Zeeman frequency nu_I = 1.000 MHz
hyperfine coupling A = 2.000 MHz
quadrupole coupling e^2qQ/h = 2.000 MHz
K = 0.500 MHz, eta = 0.40 (no unit)
effective field, m_S=+1/2 = 0.000 MHz
effective field, m_S=-1/2 = -2.000 MHz
zero-field levels = [-1.   0.3  0.7] MHz
nu_0 = 0.400 MHz = 1.654 neV
nu_- = 1.300 MHz = 5.376 neV
nu_+ = 1.700 MHz = 7.031 neV
p = 4.7900 MHz^2
double-quantum edge = 4.3772 MHz = 18.103 neV
largest outer splitting on grid = 4.3772 MHz
lower edge, field along z = 4.0200 MHz
middle level range = -1.000 to 0.700 MHz
single-quantum range = 0.510 to 3.510 MHz
existence threshold K sqrt(1-eta^2) = 0.4583 MHz
g(n) on the edge curve = 0.1050 (no unit)
edge angle from z, xz plane = 58.62 degrees
edge angle from z, yz plane = 48.29 degrees
fraction within 0.001 MHz of edge = 0.0740
fraction within 0.004 MHz of edge = 0.1483
ratio of the two fractions = 2.005
large-K case: K = 3.00 MHz, threshold = 2.750 MHz
large-K case: formula = 11.391 MHz
large-K case: true maximum = 11.332 MHz
electron frequency in six-level test = 9500 MHz
largest nonsecular shift = 0.000209 MHz
pulse delay tau = 0.12 microseconds
echo, simulated = 0.520627, formula = 0.520627
powder amplitude of nu_0 = 0.1309 (echo = 1)
powder amplitude of nu_- = 0.1201 (echo = 1)
powder amplitude of nu_+ = 0.1121 (echo = 1)
histogram bin width = 0.020 MHz
tallest bin centre, m_S=-1/2 = 4.370 MHz
tallest double- to single-quantum bin ratio = 19.21
mismatched A = 2.200 MHz, residual field = 0.100 MHz
mismatch spread of nu_0 = 0.0549 MHz
mismatch spread of nu_- = 0.0389 MHz
mismatch spread of nu_+ = 0.0160 MHz
recovered K = 0.5000 MHz, eta = 0.4000
recovered A = 2.0000 MHz
ALL CHECKS PASSED
```
